# Exciton equation on a square momentum grid: the singular diagonal element

## What dimensions and symmetry fix

On a momentum grid the two-dimensional Coulomb kernel $1/q$ is finite between different points and infinite between a point and itself. The replacement for the infinite element must scale as an inverse momentum. On a square grid the local problem contains one momentum, the spacing $b$, so the replacement is $c/b$ with $c$ a pure number. By translation symmetry it is the same at every grid point.

The element enters with the area weight $b^2$, so its contribution to the Hamiltonian is proportional to $cb$ times the identity. A wrong $c$ therefore moves all levels together by an amount linear in $b$, and leaves the grid eigenvectors and level spacings unchanged.

The average of $1/q$ over the singular cell gives $c_{\rm cell}=4\ln(1+\sqrt2)=3.5255$. This choice converges, but to first order in $b$. A different constant, $C=3.9003$, removes the linear error and, when the momentum cutoff is large, leaves a cubic one.

## Equation and reference levels

An electron and a hole with reduced mass $\mu$ (in electron masses) attract through $-1/(\epsilon r)$. In atomic units

$$\left[-\frac{\nabla^2}{2\mu}-\frac1{\epsilon r}\right]\psi=E\psi .$$

Measure length in $a^*=\epsilon/\mu$ bohr. The kinetic prefactor becomes $1/(2\mu a^{*2})=\tfrac12\mu/\epsilon^2$ and the Coulomb prefactor $1/(\epsilon a^*)=\mu/\epsilon^2$. With energy in units of $\mu/\epsilon^2$ hartree, both parameters disappear. These effective units are used in the algebra below.

With $\phi(\mathbf k)=\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)$, the transform of $1/r$ is $2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q$, and

$$\frac{k^2}{2}\phi(\mathbf k)-\int\frac{d^2k'}{(2\pi)^2}\frac{2\pi}{|\mathbf k-\mathbf k'|}\phi(\mathbf k')=E\phi(\mathbf k).$$

Two exact states serve as references.

- **1s:** for $\psi=e^{-\kappa r}$, $\nabla^2\psi=(\kappa^2-\kappa/r)\psi$. Cancelling the $1/r$ terms requires $\kappa/2=1$, so $\kappa=2$ and $E=-\kappa^2/2=-2$.
- **2p:** for $\psi=re^{-\kappa r}\cos\theta$, $\nabla^2\psi=(\kappa^2-3\kappa/r)\psi$. Now $3\kappa/2=1$, so $\kappa=2/3$ and $E=-2/9$.

Their mean square radii follow from $\int_0^\infty r^ne^{-\alpha r}dr=n!/\alpha^{n+1}$:

$$\langle r^2\rangle_{1s}=\frac{3!/4^4}{1!/4^2}=\frac38,\qquad
\langle r^2\rangle_{2p}=\frac{5!}{3!}\left(\frac34\right)^2=\frac{45}{4}.$$

## Grid matrix and cell average

Take $N\times N$ points filling a square of half-side $K=Nb/2$. Replacing $d^2k'$ by $b^2$ gives

$$H_{\mathbf k\mathbf k'}=\frac{k^2}{2}\delta_{\mathbf k\mathbf k'}-\frac{b^2}{2\pi}w(\mathbf k-\mathbf k'),\qquad w(\mathbf q\ne0)=\frac1q,\quad w(0)=\frac cb .$$

For the cell average, divide the square cell into eight equal triangles. In polar coordinates $d^2q/q=dq\,d\theta$, and each triangle extends to $q=b/(2\cos\theta)$:

$$\frac1{b^2}\int_{\rm cell}\frac{d^2q}{q}=\frac8{b^2}\int_0^{\pi/4}\frac{b}{2\cos\theta}\,d\theta=\frac{4\ln(1+\sqrt2)}b .$$

The other cells still use midpoint values. The average of a smooth function over a cell exceeds its central value by $(b^2/24)\nabla^2$ of the function, because $\langle x^2\rangle=\langle y^2\rangle=b^2/12$. In two dimensions $\nabla^2(1/q)=1/q^3$. At $\mathbf q=b\mathbf n$ the deficit is thus about $1/(24bn^3)$. Summed over all $\mathbf n\ne0$ it is $S_3/(24b)$, where

$$S_3=\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^3}=9.0336,\qquad \frac{S_3}{24}=0.3764 .$$

This has the same power of $b$ as the singular element, so it cannot be dropped. Without the Taylor approximation, the total is

$$C=c_{\rm cell}+\sum_{\mathbf n\ne0}\left[\left\langle\frac1x\right\rangle_{\mathbf n}-\frac1{|\mathbf n|}\right],$$

with $\langle\cdot\rangle_{\mathbf n}$ the average over the unit cell at $\mathbf n$.

To evaluate $C$, keep $|n_x|,|n_y|\le M$ and set $S=M+\tfrac12$. The cell integrals join into one over a square of side $2S$, equal to $2Sc_{\rm cell}$. The omitted terms give

$$\frac1{24}\int_{\rm outside}\frac{d^2x}{x^3}=\frac8{24}\int_0^{\pi/4}\frac{\cos\theta}{S}d\theta=\frac{\sqrt2}{6S}.$$

Hence $C\simeq2Sc_{\rm cell}-\sum'1/|\mathbf n|+\sqrt2/(6S)$. With $M=1000$ this gives $C=3.9002649$ and $C-c_{\rm cell}=0.3747706$.

## Error law from the equivalent supercell

Let $K\to\infty$ on a grid containing $\mathbf k=0$. The values $\phi(\mathbf k)$ are then Fourier coefficients of a function periodic on a square of side $L=2\pi/b$. The convolution is multiplication by $-W(\mathbf r)$, where, using $b^2/2\pi=2\pi/L^2$,

$$W(\mathbf r)=V_p(\mathbf r)+\frac cL,\qquad V_p(\mathbf r)=\frac1{L^2}\sum_{\mathbf q\ne0}\frac{2\pi}{q}e^{i\mathbf q\cdot\mathbf r}.$$

To find $V_p$ near the origin, define the potential of a point charge neutralised by its own uniform cell,

$$u(\mathbf r)=\frac1r-\frac1{L^2}\int_{\rm cell}\frac{d^2s}{|\mathbf r-\mathbf s|}.$$

Its transform is $(2\pi/q)[1-\sigma(\mathbf q)]$, with

$$\sigma=\frac{\sin(q_xL/2)}{q_xL/2}\frac{\sin(q_yL/2)}{q_yL/2}.$$

At every nonzero grid momentum $\sigma=0$. As $q\to0$, $1-\sigma\simeq q^2L^2/24$, so the transform vanishes there. The neutral cell has no dipole and $u$ falls as $1/r^3$, so its lattice sum converges absolutely. Poisson summation gives $V_p(\mathbf r)=\sum_{\mathbf R}u(\mathbf r-\mathbf R)$.

Subtract $1/r$ and set $\mathbf r=0$. The central background contributes $-c_{\rm cell}/L$, and each other cell contributes its point value minus its average. Their sum is $-C/L$.

For the dependence on $\mathbf r$, sum the backgrounds over a large square of cells. The second derivatives of that uniform square's potential at its centre vanish as the square grows, so the point images alone remain. Inversion removes odd powers, and fourfold symmetry makes the quadratic term isotropic. It equals $r^2/4$ times the Laplacian, and each image contributes $1/R^3$ to the Laplacian. Therefore

$$W=\frac1r+\frac{c-C}{L}+\frac{S_3r^2}{4L^3}+O\!\left(\frac{r^4}{L^5}\right).$$

The Hamiltonian contains $-W$. First-order perturbation theory, with $1/L=b/2\pi$, gives

$$\boxed{E(b)=E_{\rm exact}+\frac{(C-c)b}{2\pi}-\frac{S_3\langle r^2\rangle b^3}{4(2\pi)^3}+\cdots}$$

The cell average makes levels too high by $0.059647\,b$ at leading order. Omitting the diagonal element, $c=0$, raises them by $Cb/2\pi=0.62\,b$, about ten times more. With $c=C$, the remaining images make the attraction slightly too strong, and the leading spacing error is negative.

The law requires $L$ to be much larger than the state. Otherwise the state overlaps its images, an effect of order $e^{-\kappa L}$ apart from prefactors, which no power of $b$ describes. A grid displaced by $b/2$ along both axes has the same momentum differences and hence the same $W$, but its states change sign on translation by $L$ along either axis. Nearest-image overlap reverses sign to leading order. Averaging the two grids cancels this leading overlap and keeps the Coulomb error.

## The cutoff is a separate limit

Let $P$ retain momenta inside the square and $Q=1-P$. Use $P\psi$ as a trial state. Since $(H-E)\psi=0$,

$$\langle P\psi|H-E|P\psi\rangle=-\langle P\psi|H-E|Q\psi\rangle=\langle Q\psi|H-E|Q\psi\rangle .$$

This is the leading cutoff error. Relaxation inside the square is quadratic in the missing coupling. That coupling scales as $\int_K^\infty dk\,k^{-3}\sim K^{-2}$ for 1s, so relaxation is of order $K^{-4}$, up to a logarithm.

The normalised 1s state is $\sqrt{8/\pi}\,e^{-2r}$. Its transform is $\sqrt{8/\pi}\,4\pi/(k^2+4)^{3/2}$, so $|\phi|^2\to128\pi/k^6$. The kinetic part gives

$$\int_{\rm outside}\frac{d^2k}{4\pi^2}\frac{k^2}{2}\frac{128\pi}{k^6}
=\frac{16}\pi\,8\int_0^{\pi/4}\frac{\cos^2\theta}{2K^2}d\theta
=\frac{16}{\pi}\frac{1+\pi/2}{K^2}=\frac{13.09}{K^2}.$$

By scaling, the interaction within the tail contributes at order $K^{-3}$. The slow convergence comes from the cusp of 1s at $r=0$. The 2p transform falls as $k^{-4}$, and the same kinetic integral then falls as $K^{-4}$.

## Pseudocode, cost and stability

```
input N, b, c
k_i = b*(i-(N-1)/2), i = 0..N-1   # odd N contains k=0
T(k) = |k|^2/2
choose FFT side P >= 2N
w(q) = 1/|q| on signed differences; w(0) = c/b
what = FFT(w*b^2/(2*pi))

apply_H(f):
    g = inverse_FFT(FFT(zero_pad(f,P))*what)
    return T*f - first N by N block of g

start from the hydrogen transform
precondition residuals by 1/(T+s), s near the binding energy
iterate with a block eigensolver (LOBPCG)
accept if norm(H*f-E*f) is small for norm(f)=1
repeat for smaller b at fixed K, then larger K at fixed b
```

A product costs $O(N^2\log N)$ operations and $O(N^2)$ storage, against $O(N^4)$ for both with a dense matrix. At $N=241$ there are 58,081 unknowns, and a dense double-precision matrix would occupy about 27 GB.

The constant also changes how the cost grows. For a 1s error $\delta$, the cutoff requires $K\propto\delta^{-1/2}$. The cell average needs $b\propto\delta$, hence $N^2\propto\delta^{-3}$. With $C$, $b\propto\delta^{1/3}$ and $N^2\propto\delta^{-5/3}$.

The largest kinetic energy, $K^2$ at the corners, grows with the cutoff while the bound-state gaps do not. The preconditioner compensates for this spread. Since $H$ is real and symmetric, some eigenvalue lies within the residual norm of the computed energy. The residual does not measure the discretisation error. Zero padding is necessary because a circular convolution of side $N$ would join opposite edges of the momentum square.

## Worked example

Take round model parameters $\mu=0.1$ and $\epsilon=5$. Then $a^*=50$ bohr $=26.46$ Å, and the energy unit is $0.1/25=0.004$ hartree $=0.108846$ eV. The exact levels are $-0.217691$ eV for 1s and $-0.024188$ eV for 2p.

For 2p, $K$ is held near $10/a^*$. Errors relative to the exact level, in $10^{-3}$ eV, are:

| $ba^*$ | cell | law, cell | $C$ | law, $C$ |
|---:|---:|---:|---:|---:|
| 0.5 | 2.904 | 1.853 | −0.343 | −1.394 |
| 0.25 | 1.448 | 1.449 | −0.175 | −0.174 |
| 0.125 | 0.792 | 0.790 | −0.020 | −0.022 |

At $ba^*=0.25$ the linear term is $0.059647\times0.25\times0.108846=1.623\times10^{-3}$ eV. The cubic term is $-0.174\times10^{-3}$ eV, and their sum is the tabulated law. The cell average misses the 2p binding energy by 6.0%, and $C$ misses it by 0.7%.

The first row is a failure of the law. There $L=12.6\,a^*$, too small for 2p. With $C$, the half-shifted grid has error $-2.306\times10^{-3}$ eV. The mean of the two grids is $-1.324\times10^{-3}$ eV, close to the predicted $-1.394\times10^{-3}$ eV. The small error of the centred grid is therefore largely a cancellation between image overlap and the Coulomb error.

For 1s at fixed $K=30/a^*$, three spacings give:

| $ba^*$ | cell (eV) | $C$ (eV) |
|---:|---:|---:|
| 0.741 | −0.21155 | −0.21636 |
| 0.496 | −0.21303 | −0.21625 |
| 0.249 | −0.21459 | −0.21621 |

The successive changes with $C$ agree with the cubic law to 2.4% and 1.5%. Yet the last value remains 0.7% above the exact level: refining $b$ cannot repair the cutoff.

The cubic law itself also needs a large $K$. A finite cutoff adds a further spacing error, seen as the excess of the level change over the cubic law when $b$ is halved. For 1s at $K=8/a^*$ and $ba^*$ between 0.667 and 0.083, its apparent order in $b$ is 2.1 to 2.3. Raising $K$ from $8/a^*$ to $16/a^*$ reduces it by a factor of about 6 for the step from 0.667 to 0.333, 8 for 0.333 to 0.167 and 10 for 0.167 to 0.083. The next doubling of $K$ gains less, a factor of about 4 and 6 for the first two steps. At $K=8/a^*$ the 1s change between $ba^*=0.667$ and $0.333$ is still 35% larger than the cubic law predicts.

At fixed $ba^*=0.5$, with $C$, the cutoff sequence is:

| $Ka^*$ | 1s level (eV) |
|---:|---:|
| 15.25 | −0.21242 |
| 30.25 | −0.21628 |
| 60.25 | −0.21736 |

Fitting a constant plus $K^{-2}$ and $K^{-3}$ terms gives $-0.21774$ eV. The exact level plus the cubic spacing error is also $-0.21774$ eV. Changing to the cell average adds $0.059647\times0.5\times0.108846=0.00325$ eV and gives $-0.21449$ eV, 1.5% too high even after the cutoff is removed.

## A polarisable sheet and the limits of the benchmark

Two-dimensional hydrogen tests the numerics; it omits the polarisability of the sheet itself. A standard model replaces $1/q$ by

$$\frac1{q(1+\rho q)}=\frac1q-\frac\rho{1+\rho q}.$$

The second term is finite at $q=0$, so the diagonal element becomes $C/b-\rho$. The first nonanalytic part of that term, $\rho^2q$, corresponds in real space to a tail $-\rho^2/r^3$. Its periodic images contribute at order $L^{-3}$, so the scheme remains third order in $b$.

For $\rho=10$ Å and the same $\mu$ and $\epsilon$, the grid with $ba^*=0.25$ and $N=201$ gives a 1s level of $-0.09425$ eV. A radial finite-difference solution in real space agrees to within $10^{-5}$ eV. The last digit still carries the cubic spacing error, about $-1\times10^{-5}$ eV at this $b$; the converged level is $-0.09424$ eV. The binding is 43% of the hydrogen result. For an atomically thin semiconductor with these parameters, the pure $1/r$ interaction would thus be a poor physical model, however well its equation is solved.

Nonparabolic bands, electron-hole exchange and finite thickness are also absent, and their effects are not estimated here. The largest cutoff above is 2.28 Å$^{-1}$, whereas a square crystal with a 4 Å lattice constant has its zone boundary at $\pi/4=0.79$ Å$^{-1}$. Such cutoffs test the continuum equation and do not describe a crystal's bands. The value of $C$ belongs to a square grid; a rectangular or hexagonal grid needs its own lattice sum.
